Linearized quasiparticle self-consistent GW from the imaginary frequency axis

**1. Definitions and conventions**

Hartree atomic units are used, at zero temperature. All operators are matrices in an orthonormal one-electron basis, and † denotes the Hermitian conjugate. The complex energy z is measured from the chemical potential μ, so that z = iω, with ω real, runs along the imaginary axis through μ. The Green's function obeys the Dyson equation

G⁻¹(iω) = iω + μ − H − Σ(iω), (1)

where H is the Hartree Hamiltonian (kinetic energy, external potential and Hartree potential) and Σ(iω) = Σ_x + Σ_c(iω). The exchange part Σ_x is Hermitian and independent of frequency. The correlation part has the spectral form

Σ_c(z) = ∫ dν Γ(ν)/(z − ν), with Γ(ν) = Γ(ν)† ≥ 0. (2)

"≥ 0" means that x†Γx ≥ 0 for every vector x. The system is first taken to have a gap: Γ(ν) vanishes in an interval around ν = 0. Metals are treated in Section 4.

The aim is a Hermitian one-electron Hamiltonian built from Σ near ω = 0. The result is

H_QP = Z^½ (H + Σ(0) − μ) Z^½, Z⁻¹ = 1 − ∂Σ/∂(iω) at ω = 0. (3)

Its eigenvalues are quasiparticle energies relative to μ.

**2. Why the GW self-energy has a positive spectral function**

The sign in (2) guarantees that Z^½ exists, so it is derived here for a closed-shell molecule with real orbitals. Let i, j label occupied and a, b empty orbitals, with Δ_ia = ε_a − ε_i > 0. An excitation and its reverse involve the same orbital product, and their sum is

1/(iω − Δ) − 1/(iω + Δ) = 2Δ/((iω)² − Δ²) = −2Δ/(Δ² + ω²).

Two spins double this. The independent-particle response is therefore the diagonal matrix P = −4Δ/(Δ² + ω²). With K the matrix of Coulomb integrals (ia|jb), the random-phase approximation χ = P + PKχ gives χ⁻¹ = P⁻¹ − K, hence

χ(iω) = −4 [(Δ² + ω²)Δ⁻¹ + 4K]⁻¹
= −4 Δ^½ [ω² + Δ² + 4Δ^½KΔ^½]⁻¹ Δ^½. (4)

The Coulomb interaction is positive, so K ≥ 0 and the matrix Δ² + 4Δ^½KΔ^½ has positive eigenvalues Ω_s². Let T_s be its normalized eigenvectors. The dynamic part of the screened interaction, W_c = vχv, becomes

(pm|W_c(iω)|qm) = −Σ_s w_pm,s w_qm,s 2Ω_s/(Ω_s² + ω²), (5)

w_pm,s = √2 Σ_ia (pm|ia) (Δ_ia/Ω_s)^½ T_ia,s.

The prefactor is right because w² contributes 2Δ/Ω, and 2Δ/Ω times 2Ω is the 4Δ of (4).

The GW correlation self-energy on the imaginary axis is

Σ_c(iω)_pq = −(1/2π) ∫ dω′ Σ_m (pm|W_c(iω′)|qm)/(iω + iω′ + μ − ε_m). (6)

Write a = iω + μ − ε_m. After (5) is inserted, the integral needed is

I = (1/2π) ∫ dω′ 2Ω/(Ω² + ω′²) · 1/(iω′ + a).

The last factor has its pole at ω′ = ia. For an occupied orbital Re a > 0 and this pole lies in the upper half-plane. Closing the contour below picks up only ω′ = −iΩ, and I = 1/(a + Ω). For an empty orbital the contour is closed above, and I = 1/(a − Ω). The minus signs of (5) and (6) cancel, leaving

Σ_c(z)_pq = Σ_ms w_pm,s w_qm,s/(z − e_ms), (7)

e_ms = ε_m − Ω_s − μ (m occupied), e_ms = ε_m + Ω_s − μ (m empty).

Each residue has the form w wᵀ ≥ 0, which proves (2) for this case. The distance of every pole from μ is at least the distance of the nearest orbital energy from μ plus the lowest Ω_s.

**3. Value and slope at zero frequency**

In (2) set z = iω and use 1/(iω − ν) = −(ν + iω)/(ν² + ω²):

Σ_c(iω) = −∫ dν Γ(ν) ν/(ν² + ω²) − iω ∫ dν Γ(ν)/(ν² + ω²). (8)

Both integrals are Hermitian matrices. The first term is thus the Hermitian part of Σ_c and is even in ω; the second is the anti-Hermitian part and is odd. Equivalently Σ(−iω) = Σ(iω)†. The two pieces are extracted by

(Σ(iω) + Σ(iω)†)/2 → Σ(0), (9)

(Σ(iω) − Σ(iω)†)/(2iω) → Σ′, for ω → 0, (10)

with

Σ(0) = Σ_x − ∫ dν Γ(ν)/ν, Σ′ = −∫ dν Γ(ν)/ν² ≤ 0. (11)

These are matrix parts. In a complex basis they differ from the entrywise real and imaginary parts; with real orbitals the matrix Σ(iω) is symmetric and the two notions agree.

In a gapped system 1/(ν² + ω²) = 1/ν² − ω²/ν⁴ + …, so both left-hand sides behave as f(ω) = f₀ + αω² + βω⁴ + …. Samples at ω₀ and 3ω₀ remove the quadratic term:

[9f(ω₀) − f(3ω₀)]/8 = f₀ + (9 − 9)αω₀²/8 + (9 − 81)βω₀⁴/8 + …
= f₀ − 9βω₀⁴ + …. (12)

Since Σ is analytic around z = 0, its derivative does not depend on the direction in which it is taken. The slope along the imaginary axis is also the slope along the real axis. This is the sense in which no analytic continuation is needed: value and slope are required at z = 0, a point that belongs to the imaginary axis. Real energies are then reached through a first-order Taylor polynomial, whose error is found in Section 7, and not through a function fitted to imaginary-axis data.

**4. Metals, and a case that fails**

In a three-dimensional Fermi liquid Γ(ν) vanishes as ν² at μ. The integral of Γ/ν² still converges, but the approach to the limit changes. Take the scalar example Γ = ν² for |ν| < 1 and zero elsewhere. By (8) the quantity in (10) is

−∫ dν ν²/(ν² + ω²) = −2 + 2|ω| arctan(1/|ω|) = −2 + π|ω| + O(ω²). (13)

The slope at zero is −2, with a correction linear in |ω|. At ω = 0.001 the correction divided by |ω| is 3.1396, which agrees with π − 2ω. Formula (12) would leave an error (9 − 3)π ω₀/8 in the slope. The combination [3f(ω₀) − f(3ω₀)]/2 removes the linear term instead. In two dimensions Γ goes as ν² ln(1/|ν|). For that form the slope is still finite, but its correction is π|ω| ln(1/|ω|), and the same combination leaves an error (3π/2) ln 3 · ω₀ ≈ 5.18 ω₀.

If Γ(0) ≠ 0 the construction fails. For Γ = 1 on |ν| < 1,

Im Σ_c(iω) = −2 arctan(1/ω) → −π for ω → 0⁺, (14)

and the numerical integral at ω = 0.001 gives −3.1396. The anti-Hermitian part does not vanish at μ, and the quantity in (10) diverges as −π/|ω|. States at μ then have a finite lifetime, and no Hermitian Hamiltonian follows from the expansion.

**5. The Hermitian Hamiltonian**

Insert Σ(iω) ≈ Σ(0) + iωΣ′ in (1) and define A = H + Σ(0) − μ:

G⁻¹(iω) ≈ iω(1 − Σ′) − A = iωZ⁻¹ − A. (15)

By (11), Z⁻¹ = 1 − Σ′ is Hermitian with eigenvalues not below 1. It can be inverted, and 0 < Z ≤ 1. If Z = Σ_k z_k u_k u_k†, the positive root is Z^½ = Σ_k √z_k u_k u_k†. Write Z⁻¹ = Z^(−½) Z^(−½) and A = Z^(−½)(Z^½AZ^½)Z^(−½). Then

G⁻¹(iω) ≈ Z^(−½) [iω − Z^½AZ^½] Z^(−½), (16)

and inversion reverses the order of the factors:

G(iω) ≈ Z^½ [iω − H_QP]⁻¹ Z^½, H_QP = Z^½AZ^½. (17)

This is (3). H_QP is Hermitian because A and Z^½ are. A unitary change of basis V turns Z^½ into VZ^½V† and H_QP into VH_QPV†, so the operator does not depend on which orthonormal basis is chosen. For a single orbital (17) reduces to E = Z(h + Σ(0) − μ), with h the Hartree energy: the static energy, measured from μ, is scaled by Z.

Let H_QP φ = Eφ with φ†φ = 1, and set ψ = Z^½φ. Multiplying Z^½AZ^½φ = Eφ from the left by Z^(−½) gives

Aψ = E Z⁻¹ψ, ψ†Z⁻¹ψ = 1. (18)

The residue of (17) at this pole is ψψ†, and the pole carries the weight

ψ†ψ = φ†Zφ ≤ 1. (19)

Moreover x†H_QP x = (Z^½x)†A(Z^½x). The number of negative eigenvalues of a Hermitian matrix is the largest dimension of a subspace on which its quadratic form is negative. Z^½ is invertible and maps such subspaces of H_QP one to one onto those of A. The two matrices thus have equally many states below μ. If Aψ = 0, then φ = Z^(−½)ψ satisfies H_QP φ = Z^½Aψ = 0, so a state at μ stays at μ. The factors Z^½ do not carry any energy across μ.

**6. From the expansion to a self-consistent scheme**

Equation (17) still carries the outer factors Z^½. At large |ω| its right-hand side tends to Z/(iω), whereas a normalized propagator tends to 1/(iω). The missing weight belongs to the part of the spectrum that a linear Σ cannot describe. Linearized quasiparticle self-consistent GW, LQSGW, continues with

G_QP(iω) = [iω − H_QP]⁻¹. (20)

The step from (17) to (20) is a prescription. It does not follow from the expansion. Its effect is that each state below μ holds one electron per spin, where (17) would give it φ†Zφ.

Once the outer factors are dropped, the choice of root matters. Any L with LL† = Z would do in (17), with the inner Hamiltonian L†AL and outer factors L and L†. Every such L equals Z^½U with U unitary, since U = Z^(−½)L satisfies UU† = Z^(−½)ZZ^(−½) = 1. Hence L†AL = U†H_QP U: the energies agree, but the eigenvectors are U†φ, and in general the density differs. The positive root is singled out by lying closest to the unit matrix. For N basis functions

‖L − 1‖² = Tr LL† + N − 2 Re Tr L = Tr Z + N − 2 Re Tr(Z^½U). (21)

In the eigenbasis of Z the last trace is Σ_k √z_k U_kk. Because |U_kk| ≤ 1, its real part is largest when all U_kk = 1, that is, for U = 1.

One cycle of the scheme then runs as follows.

(a) Orbitals and energies of H_QP give the density, the Hartree potential and Σ_x.
(b) The same orbitals and energies give χ and W_c on the imaginary axis.
(c) Equation (6) is integrated for ω₀ and 3ω₀.
(d) Equations (9), (10) and (12) give Σ(0) and Σ′, hence Z^½ and a new H_QP.

The cycle is repeated until energies and density no longer change.

**7. Error of the linearization**

For a gapped system the remainder of the expansion has a closed form. The identity

1/(z − ν) = −1/ν − z/ν² + z²/[ν²(z − ν)] (22)

is checked by multiplying with ν²(z − ν): the right-hand side becomes −ν(z − ν) − z(z − ν) + z² = ν². Hence

Σ(z) = Σ(0) + zΣ′ + R(z), R(z) = z² ∫ dν Γ(ν)/[ν²(z − ν)]. (23)

Let E_f be a pole of the full G for this same Σ, with vector ψ_f. From (1) and (23),

[A − E_f Z⁻¹ + R(E_f)]ψ_f = 0. (24)

Multiply from the left by ψ† of the linearized problem and use ψ†A = Eψ†Z⁻¹ from (18):

(E_f − E) ψ†Z⁻¹ψ_f = ψ†R(E_f)ψ_f. (25)

To leading order ψ_f may be replaced by ψ and R(E_f) by ½E²Σ″(0), which gives

E_f − E ≈ ½E² ψ†Σ″(0)ψ, Σ″(0) = −2∫ dν Γ(ν)/ν³. (26)

Sufficiently close to μ the error grows with the square of the distance from μ, unless ψ†Σ″(0)ψ vanishes. Farther away higher powers of E contribute and can dominate. Once |E| exceeds the distance from μ to the nearest pole of Σ_c that couples to the state, the Taylor series of Σ(z)ψ no longer converges at z = E. High empty-state energies from H_QP then have no error estimate from this expansion as approximations to poles of G. They remain well defined as input to the next cycle.

A second consequence concerns μ. In a metal μ is fixed by the number of electrons. In a gapped system at zero temperature any μ in the gap gives that number, yet moving μ moves the expansion point and changes the result. Midgap is a convention that has to be stated.

**8. Check on a model with a known Green's function**

A Hermitian system of 4 levels coupled to 12 bath levels has G as a block of an inverse matrix, and Σ follows from (1). With complex couplings the limits (9) and (10) reproduce the sums (11). Using the entrywise real part instead of the Hermitian part gives an error of norm 0.14 hartree. The eigenvalues of Z lie between 0.873 and 0.972. The error of the linearized G⁻¹ scales as ω to the power 1.999, as a quadratic remainder requires.

The Cholesky root of Z gives the same energies as Z^½, but changes the projector on the occupied states by 0.027 in norm. Its distance ‖L − 1‖ is 0.0922, against 0.0874 for the positive root. When one static level is placed 0.01 hartree above μ, the actual error of its energy is 1.006 times the prediction (26).

**9. Worked example: the hydrogen molecule**

H2 at a bond length of 1.40 bohr is treated in the cc-pVTZ basis (28 functions), starting from Hartree–Fock, with μ at midgap. The self-energy is sampled at ω₀ = 0.01 and 3ω₀ = 0.03 hartree, with 56 quadrature points in (6). The cycle converges in 11 iterations. At convergence the pole sums from (7), obtained by diagonalizing the matrix in (4), agree with the imaginary-axis results within 3.1·10⁻¹⁰ hartree for Σ_c(0) and 5.3·10⁻¹⁰ for the slope.

The chemical potential is μ = −0.22341 hartree. For the highest occupied orbital (HOMO), H + Σ(0) alone gives −0.62043, that is −0.62043 + 0.22341 = −0.39702 relative to μ. The linearized energy is −0.60573, or −0.38232 relative to μ. The ratio is

0.38232/0.39702 = 0.9630,

next to the weight 0.9631 from (19). This is expected when ψ is nearly an eigenvector of A: if Aψ = λψ, then (18) gives E = ψ†Aψ = λψ†ψ. With the outer factors kept, the occupied orbital would hold 2 × 0.9631 = 1.926 electrons; prescription (20) restores 2.

The full poles of G for the same fixed Σ measure the linearization error (energies in hartree; LUMO is the lowest unoccupied orbital):

HOMO: static −0.62043, linearized −0.60573, full −0.60446
LUMO: static 0.16200, linearized 0.15891, full 0.15875

The slope thus removes most of the static error. For the HOMO it falls from 0.01597 to 0.00127 in magnitude, for the LUMO from 0.00325 to 0.00016. The LUMO lies above the vacuum level, so it is not a bound state and its energy is set by the basis: the linearized value is 0.140 in cc-pVQZ and 0.051 in aug-cc-pVTZ, and midgap μ moves to −0.235 and −0.278. It serves here only as a test of the linearization.

The leading estimate (26) gives 0.00046 for the HOMO and −0.00001 for the LUMO, while the actual differences are 0.00127 and −0.00016. The signs are right, but the sizes are too small. The nearest poles of Σ_c lie 1.2061 hartree from μ on either side. By symmetry the HOMO couples only to the upper one and the LUMO only to the lower one. In both cases |E|/|ν| reaches 0.38232/1.2061 = 0.32, and higher terms are not negligible. In Σ″(0) poles above and below μ contribute with opposite signs. The next term of (23), −E³∫ dν Γ(ν)/ν⁴, has no such cancellation. It is positive for E < 0 and negative for E > 0, so it has the sign of the actual difference in both cases. Its expectation value in ψ is 0.00070 for the HOMO and −0.00015 for the LUMO. It exceeds the quadratic term and supplies most of the shortfall.

Repeating the whole cycle with μ at 0.25, 0.50 and 0.75 of the gap gives HOMO energies of −0.60454, −0.60573 and −0.60583 hartree. The spread of 0.0013 hartree among these three is as large as the linearization error itself, and the LUMO varies by 0.0001 hartree. Over a wider range the dependence is larger and not monotonic: μ at 0.02, 0.60 and 0.98 of the gap gives −0.60308, −0.60594 and −0.60420 hartree, a spread of 0.0029 hartree (0.08 eV). Over the same range the LUMO varies by 0.0004 hartree.

The LQSGW ionization energy is 0.60573 hartree = 16.48 eV. Full configuration interaction in the same basis, with fixed nuclei, gives 0.60296 hartree = 16.41 eV, and the Hartree–Fock orbital energy gives 16.18 eV. The LQSGW value is therefore 0.08 eV too high relative to this reference, the Hartree–Fock value 0.23 eV too low. Of the LQSGW deviation of 0.00277 hartree, 0.00127 would disappear if the full pole of the final Σ were used. The remaining 0.00150 hartree contains the GW approximation itself and the use of (20), with μ at midgap, in building Σ; the calculation does not separate them. The reference leaves out basis-set incompleteness and nuclear motion, so these differences assess the method within this basis and are not errors against experiment. They are not converged in the basis. In cc-pVDZ, aug-cc-pVTZ and cc-pVQZ the LQSGW ionization energy is 16.27, 16.50 and 16.56 eV, full configuration interaction gives 16.27, 16.41 and 16.44 eV, and the LQSGW excess is 0.00, 0.09 and 0.12 eV. The numerical output below lists the values to more digits.

Computed values

```
BATH MODEL (energies in hartree)
system levels, bath levels: 4, 12
smallest, largest eigenvalue of Z: 0.8727, 0.9724
H_QP eigenvalues: -1.0425 -0.6580 0.5686 1.0616
order in w of the error of G^-1: 1.999
norm error if entrywise real part is used: 0.1435 hartree
occupied projector change, Cholesky root: 0.0272
norm of L-1, positive root: 0.08736
norm of L-1, Cholesky root: 0.09223
actual/predicted energy error near mu: 1.0064
Fermi liquid: slope correction / |w|: 3.1396
Gamma(0)=1: Im Sigma at w=0.001: -3.1396
H2, cc-pVTZ, LQSGW (energies in hartree)
bond length: 1.40 bohr; basis functions: 28
sampled imaginary frequencies: 0.01, 0.03 hartree
quadrature points: 56; iterations: 11
Hartree-Fock HOMO, LUMO: -0.59443, 0.16714
midgap mu: -0.22341
smallest, largest eigenvalue of Z: 0.9544, 0.9994
max deviation from pole sums, Sigma_c(0): 3.1e-10 hartree
max deviation from pole sums, slope: 5.3e-10
Sigma_c pole nearest below mu, minus mu: -1.2061
Sigma_c pole nearest above mu, minus mu: 1.2061
HOMO static Sigma(0) only: -0.62043
HOMO linearized (LQSGW): -0.60573
HOMO full pole, same Sigma: -0.60446
HOMO full minus linearized: 0.00127
HOMO second-order estimate of that: 0.00046
HOMO weight, linearized and full: 0.9631, 0.9542
LUMO static Sigma(0) only: 0.16200
LUMO linearized (LQSGW): 0.15891
LUMO full pole, same Sigma: 0.15875
LUMO full minus linearized: -0.00016
LUMO second-order estimate of that: -0.00001
LUMO weight, linearized and full: 0.9919, 0.9907
mu at 0.25 of gap: HOMO -0.60454, LUMO 0.15886
mu at 0.50 of gap: HOMO -0.60573, LUMO 0.15891
mu at 0.75 of gap: HOMO -0.60583, LUMO 0.15882
LQSGW ionization energy: 0.60573 hartree = 16.483 eV
full CI ionization energy: 0.60296 hartree = 16.407 eV
Hartree-Fock -HOMO: 16.175 eV
LQSGW gap: 0.76464 hartree = 20.807 eV
```
